# Accelerated Metropolis moves in spherical polar coordinates about the nearest nucleus, part 1

(Sections cited here and not found follow in the second part.)

In an all-electron variational Monte Carlo run, one electron of a beryllium spin pair sits about 21 pm from the nucleus and the other about 141 pm. A Cartesian step short enough to be accepted in the core crawls through the valence shell, and a step that crosses the valence shell is rejected for long stretches in the core. Umrigar's accelerated Metropolis scheme proposes moves in spherical polar coordinates about the nearest nucleus, in a radial window that scales with the distance \(r\) to that nucleus. The step is still random; what is proportional to \(r\) is its range.

## Conventions

The target is \(\rho=|\Psi|^2\), and one electron moves at a time from \(\mathbf r_i\) to \(\mathbf r_f\). With \(T(f|i)\) the proposal density per unit Cartesian volume \(d^3r_f\), the move is accepted with probability
\[
A=\min\left[1,\frac{\rho_f\,T(i|f)}{\rho_i\,T(f|i)}\right].
\]
The flux of accepted moves, \(W=\rho_iT(f|i)A=\min[\rho_iT(f|i),\rho_fT(i|f)]\), is symmetric in \(i\) and \(f\), which is detailed balance. Both \(\rho\) and \(T\) must be densities with respect to the same measure, and this is where the Jacobian enters.

Notation: \(u=\ln r\) (in any fixed length unit), window \(r_f\in[r_i/\Delta,\,r_i\Delta]\), \(\delta=\ln\Delta\), \(\mu\) the cosine of the angle between the old and new directions, cone \(\mu\ge c\), \(\kappa=Z/a_0\) with \(a_0=52.9177\) pm. Electrons are indistinguishable, so core and valence refer to the observables \(r_<\) and \(r_>\), the smaller and larger radius of a pair. Numbers not worked out or stated separately in the text are in the numerical output that follows it.

## Proposal density

Changes of \(r,\theta,\phi\) displace a point by the orthogonal lengths \(dr\), \(r\,d\theta\), \(r\sin\theta\,d\phi\). With \(|d\mu|=\sin\theta\,d\theta\) and \(dr=r\,du\),
\[
d^3r=r^2\,dr\,d\mu\,d\phi=r^3\,du\,d\mu\,d\phi .
\]
The symbolic determinant is \(-e^{3u}\); the sign is orientation and drops out. Draw \(r_f\) from a density \(p(r_f|r_i)\), \(\mu\) uniformly on \([c,1]\) and \(\phi\) uniformly on \([0,2\pi)\). Equating the probability \(p\,dr_f\,d\mu\,d\phi/[2\pi(1-c)]\) to \(T\,r_f^2\,dr_f\,d\mu\,d\phi\) gives
\[
T(f|i)=\frac{p(r_f|r_i)}{2\pi(1-c)\,r_f^2}.
\]
For a single nucleus the domain is reciprocal: \(|u_f-u_i|\le\delta\) and \(\mu\ge c\) are both unchanged by swapping the points. The cone may depend on the radii, and if \(c(r_i,r_f)=c(r_f,r_i)\) the factor \(1-c\) cancels in \(A\).

**Power family.** Take \(T\propto r_f^{-\alpha}\), so \(p\propto r_f^{2-\alpha}\). The normalisation is \(\int r^{2-\alpha}dr=r_i^{3-\alpha}(\Delta^{3-\alpha}-\Delta^{\alpha-3})/(3-\alpha)\), hence
\[
T(f|i)=\frac{(3-\alpha)\,r_f^{-\alpha}\,r_i^{\alpha-3}}{2\pi(1-c)\,(\Delta^{3-\alpha}-\Delta^{\alpha-3})},\qquad
\frac{T(i|f)}{T(f|i)}=\frac{r_i^{-\alpha}r_f^{\alpha-3}}{r_f^{-\alpha}r_i^{\alpha-3}}=\left(\frac{r_f}{r_i}\right)^{2\alpha-3}.
\]
A draw uniform in volume (\(\alpha=0\)) carries \((r_i/r_f)^3\), a draw uniform in \(r\) (\(\alpha=2\)) carries \(r_f/r_i\), and \(\alpha=3/2\) is symmetric. As \(\alpha\to3\), \(\Delta^{3-\alpha}-\Delta^{\alpha-3}\to2(3-\alpha)\delta\), which gives the log-uniform move
\[
T=\frac{1}{2\delta\,2\pi(1-c)\,r_f^3},\qquad A=\min\left[1,\frac{r_f^3\rho_f}{r_i^3\rho_i}\right].
\]
This is a symmetric walk in \(u\) on the density \(r^3\rho\). The formula for \(T\) was tested by counting sampled points in two Cartesian boxes and integrating \(T\) over the boxes: for \(\alpha=3\) the fractions are 0.0104 against 0.0104 and 0.0132 against 0.0136, and all six comparisons hold within five binomial standard errors.

**Weighted move.** Write \(T=g(\mathbf r_f)/I_i\) with \(I_i=\int g\,d^3r\) over the domain of \(i\). For a small domain with a fixed cone \(I_i\approx g_i\Omega_i\), with volume \(\Omega\propto r^3\). Then
\[
\frac{\rho_fT(i|f)}{\rho_iT(f|i)}=\frac{\rho_f\,g_i\,I_i}{\rho_i\,g_f\,I_f}\approx\frac{\rho_f\,g_i^2\,r_i^3}{\rho_i\,g_f^2\,r_f^3},
\]
which is 1 when \(g=|\Psi|/r^{3/2}\). The radial density is then \(r^2g=r^{1/2}|\Psi|\), and the density in \(u\) is \(s=r^{3/2}|\Psi|\), the square root of the target \(r^3\rho\). If a symmetric cone depends on the radii, \(r_f\) is drawn from this radial density first and \(\mu\) afterwards, so that \(1-c\) cancels in \(A\) as before. Take \(\Psi\) dependent on the radius of the moved electron alone. The ratio is \((s_f^2s_i/I_f)/(s_i^2s_f/I_i)=s_fI_i/(s_iI_f)\) with \(I(u)=\int_{-\delta}^{\delta}s(u+x)\,dx\). Odd terms of the Taylor series integrate to zero, so \(I=2\delta s\,[1+\delta^2s''/(6s)+O(\delta^4)]\) and
\[
\ln\frac{s_fI_i}{s_iI_f}\approx\frac{\delta^2}{6}\left[\left(\frac{s''}{s}\right)_i-\left(\frac{s''}{s}\right)_f\right].
\]
The bracket is of order \(u_f-u_i\), so the logarithm is \(O(\delta^3)\), against \(O(\delta)\) for the log-uniform move. The expansion needs \(\delta^2s''/s\ll1\) and fails next to a node. For a 1s orbital, \(s'/s=\tfrac32-\kappa r\) and \(s''/s=(\tfrac32-\kappa r)^2-\kappa r\). At \(\kappa r_i=1\), \(u_f-u_i=0.04\), \(\delta=0.05\) the formula gives \(3.3315\times10^{-5}\) and quadrature of \(I\) gives \(3.3302\times10^{-5}\). This choice of \(g\) is derived for a small domain and need not be the fastest for a wide one: with no window at all, \(g=|\Psi|^2\) would draw independent points. An implementation usually replaces the true \(|\Psi|\) by a model \(\tilde\Psi\) that is easy to sample; the chain remains correct for any model that is positive on the window, provided \(A\) uses the actual \(T\) in both directions.

## Several nuclei

The forward density is built about the nucleus \(a\) nearest \(\mathbf r_i\). A walker at \(\mathbf r_f\) would use the nucleus \(b\) nearest \(\mathbf r_f\), so \(T(i|f)\) must be built about \(b\). With primes for radii and angle measured from \(b\), the log-uniform ratio is
\[
\frac{T(i|f)}{T(f|i)}=\frac{r_f^3\,[1-c(r_i,r_f)]}{r_i'^3\,[1-c(r_i',r_f')]},
\]
and it is zero when \(|\ln(r_i'/r_f')|>\delta\) or \(\mu'<c(r_i',r_f')\).

```
move(electron e):
  a = nearest nucleus to x_i;  d = x_i - R_a;  r = |d|;  n = d/r
  rf = r * Delta^(2*U1 - 1)          # weighted: draw from r^(1/2)|model|
  c  = cone(r, rf);  mu = c + (1-c)*U2
  v  = Gaussian 3-vector;  v -= (v.n) n;  v /= |v|
  x_f = R_a + rf*(mu*n + sqrt(1-mu^2)*v)
  b = nearest nucleus to x_f
  ri' = |x_i - R_b|;  rf' = |x_f - R_b|;  mu' = cosine of angle at R_b
  if |ln(ri'/rf')| > delta or mu' < cone(ri', rf'):  reject
  J = rf^3 (1-c) / ( ri'^3 (1-cone(ri', rf')) )
  accept if U3 < J * |Psi(x_f)/Psi(x_i)|^2
```
The projected Gaussian vector is isotropic in the plane normal to \(\mathbf n\), so it supplies a uniform azimuth with no special case at the poles. For \(a=b\) the domain check holds by reciprocity, apart from rounding at the very edge of the domain. The weighted move replaces \(J\) by \(T(i|f)/T(f|i)\) with both normalisations \(I\), and a model fitted at the starting point has to be refitted at \(\mathbf r_f\) for the reverse density.

## Correlation time

Let \(P\) be the transition operator, \(\tilde f=f-\langle f\rangle\), and \(c_t=\langle\tilde fP^t\tilde f\rangle/\langle\tilde f^2\rangle\). The mean over \(M\gg\tau\) moves has variance \(\langle\tilde f^2\rangle\tau/M\) with \(\tau=1+2\sum_{t\ge1}c_t\), counted here in single-electron moves. Summing the geometric series, \(g=\sum_{t\ge0}P^t\tilde f\) solves \((1-P)g=\tilde f\), and since \(c_0=1\),
\[
\tau+1=2\langle\tilde fg\rangle/\langle\tilde f^2\rangle .
\]
Detailed balance gives \(\langle h(1-P)h\rangle=\mathcal E(h)=\tfrac12\iint W\,(h_i-h_f)^2\). The functional \(2\langle\tilde fh\rangle-\mathcal E(h)\) is stationary at \(h=g\), where it equals \(\langle\tilde fg\rangle=\mathcal E(g)\). Stationarity means that a small change of \(W\) changes \(\langle\tilde fg\rangle\) by \(-\delta\mathcal E(g)\) at fixed \(g\): a relative loss \(\epsilon\) in \(\mathcal E(g)\) raises \(\tau+1\) by the factor \(1+\epsilon\) to first order.

For a spherical target and radial \(f\) the chain reduces to one dimension and can be solved on a grid. The polar move is already radial. For an isotropic Gaussian step of width \(\sigma\) per component, \(|\mathbf r_f-\mathbf r_i|^2=r_i^2+r_f^2-2r_ir_f\mu\) and \(\int_{-1}^1e^{r_ir_f\mu/\sigma^2}d\mu=(\sigma^2/r_ir_f)(e^{r_ir_f/\sigma^2}-e^{-r_ir_f/\sigma^2})\). Multiplying by \(2\pi r_f^2(2\pi\sigma^2)^{-3/2}e^{-(r_i^2+r_f^2)/2\sigma^2}\),
\[
p(r_f|r_i)=\frac{r_f}{r_i\sigma\sqrt{2\pi}}\left[e^{-(r_f-r_i)^2/2\sigma^2}-e^{-(r_f+r_i)^2/2\sigma^2}\right].
\]
For \(f=z\) and a fixed cone, the new unit vector averages to \(\langle\mu\rangle\mathbf n=\tfrac12(1+c)\,\mathbf n\), so the accepted part of the radial kernel is multiplied by \((1+c)/2\) and the rejected part is unchanged.

### One shell, \(\rho\propto e^{-2\kappa r}\), \(f=r\)

The moments are \(\langle r\rangle=3/(2\kappa)\), \(\langle r^2\rangle=3/\kappa^2\), \(\langle\tilde f^2\rangle=3/(4\kappa^2)\). Both small-step solutions use \(\frac{d}{dr}(r^3e^{-2\kappa r})=-2\kappa r^2e^{-2\kappa r}\tilde f\), that is
\[
F(r)\equiv\int_0^rr'^2e^{-2\kappa r'}\tilde f\,dr'=-\frac{r^3e^{-2\kappa r}}{2\kappa}.
\]
In a coordinate \(q\) with density \(w(q)\) and small symmetric steps \(x\), \(\mathcal E\approx\tfrac12\langle x^2\rangle\int w\,h'^2dq\). Stationarity gives \(-\tfrac12\langle x^2\rangle(wg')'=w\tilde f\); integrating once, \(\tfrac12\langle x^2\rangle wg'=-F\), and by parts \(\langle\tilde fg\rangle=-\int Fg'dq/\int w\,dq\).

*Cartesian.* For radial \(h\) the change is \(h'\) times the radial component of the step, so \(q=r\), \(w=r^2e^{-2\kappa r}\), \(\langle x^2\rangle=\sigma^2\). Then \(g'=r/(\kappa\sigma^2)\), \(\langle\tilde fg\rangle=\langle r^2\rangle/(2\kappa^2\sigma^2)=3/(2\kappa^4\sigma^2)\), and \(\tau+1=4/(\kappa\sigma)^2\).

*Polar.* Here \(q=u\), \(w=r^3e^{-2\kappa r}\), \(\langle x^2\rangle=\delta^2/3\). Then \(g'=3/(\kappa\delta^2)\), \(\langle\tilde fg\rangle=3/(2\kappa^2\delta^2)\), and \(\tau+1=4/\delta^2\).

Rejection enters at the next order. For a symmetric proposal, \(\min(a,b)=\sqrt{ab}\,e^{-|\ln a-\ln b|/2}\), and \(\sqrt{ab}\) equals the midpoint value up to \(O(x^2)\). With \(\ell'\) the logarithmic slope of the target, the flux is reduced by \(1-|\ell'||x|/2\), and since \(\mathcal E\) weights steps by \(x^2\) the local loss is \(|\ell'|\langle|x|^3\rangle/(2\langle x^2\rangle)\). Cartesian: \(|\ell'|=2\kappa\) everywhere and \(\langle|x|^3\rangle=2\sqrt{2/\pi}\,\sigma^3\), so \(\epsilon=2\sqrt{2/\pi}\,\kappa\sigma\). Log-uniform: \(\ell'=3-y\) with \(y=2\kappa r\), \(\langle|x|^3\rangle=\delta^3/4\), and the loss \(\tfrac38\delta|3-y|\) is averaged with weight \(wg'^2\propto w\). The density of \(y\) is \(y^2e^{-y}/2\) with mean 3, so \(\langle|3-y|\rangle=2\int_0^3(3-y)\tfrac12y^2e^{-y}dy=[y^3e^{-y}]_0^3=27e^{-3}\). Weighted: \(W=s_is_f\min(s_i/I_i,s_f/I_f)\) with \(s/I=[1+O(\delta^2)]/2\delta\), so there is no first-order loss. Collecting,
\[
\tau+1\approx\frac{4}{(\kappa\sigma)^2}(1+1.596\,\kappa\sigma),\qquad\frac{4}{\delta^2}(1+0.504\,\delta),\qquad\frac{4}{\delta^2},
\]
with \(0.504=\tfrac{81}{8}e^{-3}\). At \(\kappa\sigma=0.05\) the first is \(1600\times1.0798=1727.7\) and the grid \(\tau\) is 1731.6. At \(\delta=0.12\) the other two are 294.6 and 277.8, and the grid gives 294.2 and 276.2. The test is on \(\tau+1\), within 2% of the formula.

The independence of \(\kappa\) in the polar case holds for any \(\delta\): changing \(\kappa\) shifts \(w(u)\) rigidly in \(u\), the kernel depends on \(u_f-u_i\) and on ratios of \(w\), and \(f\) is rescaled by a constant that cancels in \(c_t\). On one grid that is not scale invariant, \(\Delta=3\) gives 6.328 for \(Z=1\) and 6.324 for \(Z=6\).

For \(\kappa\sigma\gg1\) the Gaussian is flat over the orbital, \(W\to(2\pi\sigma^2)^{-3/2}\min(\rho_i,\rho_f)\). In the variable \(\kappa r\), \(1-P\) is then \((\kappa\sigma)^{-3}\) times a fixed operator, so \(\tau\to C(\kappa\sigma)^3\). At the largest steps solved the exponent is 2.994 and \(\tau/(\kappa\sigma)^3=1.988\); the flat-kernel operator itself gives the limit \(C=1.984\), 0.2% lower, which leaves the estimates below unchanged at the digits shown. Between the limits the best Cartesian step is \(\kappa\sigma=1.10\) with \(\tau=19.67\). The log-uniform move gives 12.24, 6.33, 4.21 and 3.68 at \(\Delta=2,3,5,8\), and the weighted move 8.17, 3.39, 1.87 and 1.46, so for this observable the polar moves at these four windows are faster than the best Cartesian step even with a single shell. The advantage is lost when the window is too narrow, since \(\tau\) then grows as \(4/\delta^2\). Three-dimensional hydrogen walkers at \(\Delta=3\) with a 90° cone give \(\tau_r=5.98(25)\) and \(3.04(18)\), and \(\tau_z=4.57(18)\) and \(2.81(16)\) against grid values 4.85 and 2.95. All four walker values lie below the grid values, by 0.9 to 1.9 standard errors; the data do not decide whether this is chance or a small bias.

This part has derived the proposal densities and acceptance rules of the polar moves, for one nucleus and for several, and has found their correlation times for a single 1s shell alongside those of Cartesian steps. What remains is the case of two shells, the worked example of beryllium, the cost of the moves and their failure modes.

All numerical values are calculated from the stated model.
